# The Fixed-Spin-Moment Method: Two Fermi Levels, Constraining Field and Metamagnetic Jumps

## 1. Definitions and conventions

Consider electrons with collinear spins and no spin-orbit coupling, treated in a mean-field theory. The numbers of up and down electrons are $n_\uparrow$ and $n_\downarrow$, and

$$N=n_\uparrow+n_\downarrow,\qquad M=n_\uparrow-n_\downarrow,\qquad n_\sigma=\tfrac12(N+\sigma M),$$

with $\sigma=+1$ for up and $-1$ for down. With $g=2$, $M$ is the moment in units of the Bohr magneton $\mu_B$, its positive direction being the one favoured by a positive field. A field $B$ enters through $h=\mu_B B$, an energy, and adds the Zeeman energy $-hM$. The symbols $E$ and $F$ denote energies without this term. Temperatures are in energy units, so $k_B=1$.

An ordinary calculation fixes $N$, uses one Fermi level and lets $M$ adjust. The fixed-spin-moment method fixes both $N$ and $M$. It fills each spin channel to its own Fermi level, $\mu_\uparrow$ or $\mu_\downarrow$, measured in the self-consistent Hamiltonian of that spin, exchange splitting included. The result is a curve $E(M)$ and a second curve

$$h(M)=\frac{\mu_\uparrow-\mu_\downarrow}{2}. \tag{1}$$

The next section shows that $h(M)$ is the slope of the energy and also the field that would hold the moment $M$.

## 2. The slope of the constrained energy

Let $\rho_\sigma$ be the one-particle density matrix of spin $\sigma$ and $E[\rho_\uparrow,\rho_\downarrow]$ the mean-field energy. The one-particle Hamiltonian is its derivative, $H_\sigma=\partial E/\partial\rho_\sigma$, so that $dE=\sum_\sigma\mathrm{Tr}(H_\sigma\,d\rho_\sigma)$. At electronic temperature $T$ the quantity to minimize is $F=E-TS$ with

$$S=-\sum_\sigma \mathrm{Tr}\left[\rho_\sigma\ln\rho_\sigma+(1-\rho_\sigma)\ln(1-\rho_\sigma)\right].$$

The derivative of $S$ is $-\ln\rho_\sigma+\ln(1-\rho_\sigma)$. Two constraints, $\mathrm{Tr}\,\rho_\sigma=n_\sigma$, need two multipliers $\mu_\sigma$, and stationarity reads

$$\frac{\partial F}{\partial\rho_\sigma}=H_\sigma+T\ln\frac{\rho_\sigma}{1-\rho_\sigma}=\mu_\sigma. \tag{2}$$

Solving for $\rho_\sigma$ gives $\rho_\sigma=[e^{(H_\sigma-\mu_\sigma)/T}+1]^{-1}$. The multipliers are therefore the two Fermi levels.

Now change $M$ slightly and let the density matrices relax to the new solution. Because $\partial F/\partial\rho_\sigma$ is a number times the unit matrix,

$$dF=\sum_\sigma\mathrm{Tr}\left(\frac{\partial F}{\partial\rho_\sigma}d\rho_\sigma\right)=\sum_\sigma\mu_\sigma\,\mathrm{Tr}\,d\rho_\sigma=\mu_\uparrow dn_\uparrow+\mu_\downarrow dn_\downarrow .$$

Relaxation that moves charge or spin around without changing $n_\sigma$ drops out at first order. At fixed $N$, $dn_\uparrow=-dn_\downarrow=dM/2$, hence

$$\boxed{\frac{dF}{dM}=\frac{\mu_\uparrow-\mu_\downarrow}{2}=h(M)} \tag{3}$$

At $T=0$, $F=E$ and the statement becomes $dE/dM=h$. At finite $T$, differentiating $E=F+TS$ at fixed $T$ gives

$$\frac{dE}{dM}=h+T\frac{dS}{dM}. \tag{4}$$

With Fermi smearing, $F$ is thus the energy that matches the Fermi levels.

To see that $h$ is a magnetic field, minimize $F-hM$ with only $N$ fixed. The Zeeman term adds $-\sigma h$ to $H_\sigma$, and one multiplier $\mu$ remains:

$$H_\sigma-\sigma h+T\ln\frac{\rho_\sigma}{1-\rho_\sigma}=\mu .$$

Moving $\sigma h$ to the right reproduces (2) with $\mu_\sigma=\mu+\sigma h$. Half the difference of these levels is $h$, and their mean is $\mu$. Each fixed-moment solution is therefore a stationary solution of the ordinary problem in the field $h(M)$. Whether it is stable there is a separate question.

Equation (3) assumes a variational energy, a converged solution and a smooth branch. At $T=0$ it can fail at a gap. If one spin channel is filled up to a band gap, its Fermi level is the top of the lower band when approached from below in filling and the bottom of the upper band from above. Then $E(M)$ has a kink with two one-sided slopes. A local minimum can sit at such a kink, where the slope changes from negative to positive without passing through zero.

## 3. The Stoner model

Let $D(\varepsilon)$ be the density of states per spin of a rigid band. Filling it to the level $e$ gives

$$n=\int^{e}D(\varepsilon)\,d\varepsilon,\qquad E_b(n)=\int^{e}\varepsilon D(\varepsilon)\,d\varepsilon .$$

Since $dn=D(e)\,de$ and $dE_b=eD(e)\,de$, division gives $dE_b/dn=e$. The Stoner energy at $T=0$, apart from a constant at fixed $N$, is

$$E(M)=E_b(n_\uparrow)+E_b(n_\downarrow)-\frac{I}{4}M^2, \tag{5}$$

where $I$ is the exchange parameter. Because $\partial M/\partial n_\sigma=\sigma$,

$$\mu_\sigma=\frac{\partial E}{\partial n_\sigma}=e_\sigma-\sigma\frac{IM}{2}. \tag{6}$$

Here $e_\sigma$ is measured in the unshifted band and $\mu_\sigma$ in the exchange-shifted one. Inserting (6) in (1),

$$h(M)=\frac{e_\uparrow-e_\downarrow}{2}-\frac{IM}{2}. \tag{7}$$

The first term is the band-energy cost of transferring electrons from down to up. The second is the exchange gain. If the energy is built from sums of shifted levels, those sums contain $-(IM/2)(n_\uparrow-n_\downarrow)=-IM^2/2$. The double-counting correction $+IM^2/4$ must then be added to recover (5).

For the curvature, $de_\sigma/dn_\sigma=1/D_\sigma$ with $D_\sigma=D(e_\sigma)$, and $dn_\sigma/dM=\sigma/2$. Therefore $d(e_\uparrow-e_\downarrow)/dM=\tfrac12(1/D_\uparrow+1/D_\downarrow)$ and

$$E''(M)=\frac{dh}{dM}=\frac14\left(\frac1{D_\uparrow}+\frac1{D_\downarrow}\right)-\frac I2. \tag{8}$$

At $M=0$ both densities equal $D$, so $E''=(1-ID)/(2D)$. The nonmagnetic state is unstable to a uniform moment when $ID>1$. When $ID<1$ its susceptibility is

$$\chi=\frac{dM}{dh}=\frac1{E''(0)}=\frac{2D}{1-ID}. \tag{9}$$

This criterion is local. It says nothing about another minimum at large $M$.

## 4. Stationary states and jumps

In an applied field $h_a$ the function to minimize is $G(M)=E(M)-h_aM$. Its stationary points satisfy $h(M)=h_a$, and they are local minima where $E''(M)>0$. At $h_a=0$ the upward zero crossings of $h(M)$ are thus stable or metastable states, and a downward crossing is a barrier top.

Along a stable branch $dM/dh_a=1/E''$. The branch ends where $E''$ changes sign, at an extremum of $h(M)$. In the Stoner model with a continuous density of states $E''$ passes through zero there. At a step in $D$, (8) shows that $E''$ can change sign without vanishing, and $h(M)$ then has a corner. Near a smooth extremum $M_c$, with $h_c=h(M_c)$ and $h''(M_c)\neq0$,

$$h_a-h_c\simeq\tfrac12h''(M_c)(M-M_c)^2. \tag{10}$$

At a maximum $h''<0$, and no nearby solution exists for $h_a>h_c$. The moment must jump to another branch. At a minimum the same happens for $h_a<h_c$. These are limits of metastability. In this zero-temperature mean-field description a slowly swept system follows its local minimum up to them.

The equilibrium jump is a different condition, equality of $G$ on two branches:

$$E(M_2)-E(M_1)=h_{eq}(M_2-M_1). \tag{11}$$

The left side is $\int_{M_1}^{M_2}h(M)\,dM$ by (3), so (11) is the equal-area rule $\int_{M_1}^{M_2}[h(M)-h_{eq}]\,dM=0$.

## 5. The algorithm

For each $M$ on a grid:

1. Set $n_\sigma=(N+\sigma M)/2$ and choose starting densities.
2. Build and diagonalize $H_\uparrow$ and $H_\downarrow$. In the Stoner model the band is known and this step is trivial.
3. Solve the two counting equations for $\mu_\uparrow$ and $\mu_\downarrow$ by a bracketed root search. Each count increases with its Fermi level, so the root is unique wherever the density of states is nonzero.
4. Form new densities, mix them with the old ones, and repeat from step 2 until both the densities and $h$ have settled.
5. Store $F$, or $E$ at $T=0$, and $h$ from (1).

Then process the curve:

6. Bracket the sign changes of $h(M)$, refine each root, and classify it by the sign of $E''$.
7. Find the sign changes of $E''(M)$, that is the extrema of $h(M)$. They give the jump fields $h_c$. The landing moment is the solution of $h(M)=h_c$ on the next stable branch in the direction in which $G$ falls, or the end of the allowed range of $M$ if there is no such solution.
8. Solve (11) for $h_{eq}$, with $M_1$ and $M_2$ recomputed on their branches at each trial field.

A grid can miss two roots lying in one cell, so it must be refined wherever $h$ approaches zero without crossing it. A sign change at which $|h|$ does not shrink under refinement signals a discontinuity of $h$, such as a kink in $E$ produces. The end of the allowed range of $M$ needs its own check, because an endpoint is a local minimum if the energy still falls towards it.

It is instructive to compare this with ordinary iteration in the Stoner model. A moment $M_{in}$ produces the splitting $e_\uparrow-e_\downarrow=IM_{in}+2h_a$, and one common Fermi level then gives $M_{out}$. A small change obeys

$$\frac12\left(\frac1{D_\uparrow}+\frac1{D_\downarrow}\right)dM_{out}=I\,dM_{in}.$$

By (8) the factor on the left is $2E''+I$ at a fixed point, so the gain is

$$\gamma=\frac{dM_{out}}{dM_{in}}=\frac{I}{2E''+I}. \tag{12}$$

For $I>0$ and finite positive $D_\sigma$ the denominator is positive. Hence $\gamma<1$ where $E''>0$ and $\gamma>1$ where $E''<0$. Simple iteration is repelled by the barrier state, while the fixed-moment calculation treats it like any other point. Near a jump at which $E''$ passes through zero, $\gamma$ tends to 1 and ordinary iteration becomes slow.

## 6. Error analysis

**Counting error.** If the filling is wrong by a small $\delta n_\sigma$, the Fermi level is wrong by $\delta n_\sigma/D_\sigma$. Low densities of states amplify this error. The band energy is wrong by $e_\sigma\delta n_\sigma$, also first order. This can be removed. Let the computed level be $e=e_0+\delta$, with $e_0$ the correct one, and use $E_b-e\,\delta n$ in place of $E_b$. To second order, with $D$ and $D'$ taken at $e_0$,

$$\delta n=D\delta+\tfrac12D'\delta^2,\qquad \delta E_b=e_0D\delta+\tfrac12(D+e_0D')\delta^2,$$

$$\delta E_b-(e_0+\delta)\,\delta n=-\tfrac12D\delta^2 .$$

The terms in $e_0$ cancel and a second-order error remains.

**Self-consistency error.** Let the density matrices be wrong by $\delta\rho_\sigma$ of size $\eta$, with correct electron counts. By (2) the first-order change of $F$ is $\sum_\sigma\mu_\sigma\mathrm{Tr}\,\delta\rho_\sigma=0$, so $F$ is wrong at order $\eta^2$. The Hamiltonians $H_\sigma$ depend on the densities and generally change at order $\eta$, and so do the Fermi levels. A converged energy is therefore no proof of a converged $h$.

**Finite differences.** Taylor expansion of $E(M\pm s)$, with $E'=h$, gives

$$\frac{E(M+s)-E(M-s)}{2s}=h(M)+\frac{s^2}{6}h''(M)+O(s^4).$$

If each energy has an error of at most $\epsilon$, the quotient gains an error of at most $\epsilon/s$. Minimizing $s^2|h''|/6+\epsilon/s$ gives $s^3=3\epsilon/|h''|$. A smaller step raises this error bound. Formula (1) needs no difference of energies and avoids this compromise.

**Errors in the located states.** An error $\delta h$ in the field curve displaces a stationary moment by $|\delta M|\simeq|\delta h/E''|$. At a jump described by (10), $E''=0$ and this estimate fails. A uniform error $\delta h$ leaves $M_c$ unchanged and shifts the jump field by $\delta h$. At a fixed applied field equal to $h_c$, however, (10) shows that it moves the stationary moment by about $|2\,\delta h/h''|^{1/2}$, or removes the solution if it has the other sign. Conversely, an error $\delta M$ in the position of the extremum changes the jump field by only $\tfrac12h''(\delta M)^2$. If such a jump is located by varying the applied field, an uncertainty $\delta h$ in the field thus leaves an uncertainty proportional to $|\delta h|^{1/2}$ in the moment just before the jump.

## 7. A band with a metastable ferromagnet

Take $N=3$ electrons per atom and $I=0.75$ eV. The density of states per spin is a flat background of $0.25$ eV$^{-1}$ from $-2$ to $2$ eV plus two Gaussian peaks. Each peak holds one state per spin and has standard deviation $0.1$ eV, and their centres are at $-0.6$ and $0.4$ eV. The nonmagnetic Fermi level lies in the valley between them, practically at zero, where $D=0.2513$ eV$^{-1}$.

There $ID=0.1885$, well below 1, and (9) gives

$$\chi=\frac{2(0.2513)}{1-0.1885}\ \text{eV}^{-1}\approx0.619\ \text{eV}^{-1}.$$

The nonmagnetic state is thus locally stable. The fixed-moment scan gives, in eV per atom with $E$ relative to $M=0$:

| $M$ | $\mu_\uparrow$ | $\mu_\downarrow$ | $E$ | $h$ |
|---|---|---|---|---|
| 0.5 | 0.118 | −0.299 | 0.094 | 0.209 |
| 1.0 | 0.001 | −0.189 | 0.172 | 0.095 |
| 1.5 | −0.126 | −0.061 | 0.187 | −0.033 |
| 2.0 | −0.237 | 0.056 | 0.141 | −0.146 |
| 2.5 | 0.063 | −0.063 | 0.078 | 0.063 |

At $M=1$ the unshifted levels are $e_\uparrow=0.3762$ and $e_\downarrow=-0.5639$ eV. The exchange shift is $IM/2=0.375$ eV, so

$$\mu_\uparrow=0.3762-0.3750=0.0012\ \text{eV},\qquad \mu_\downarrow=-0.5639+0.3750=-0.1889\ \text{eV},$$

and $h=\tfrac12(0.0012+0.1889)=0.095$ eV. The finite-difference slope is $0.09505$ eV. With step $s=10^{-4}$, the largest difference between slope and $h$ over seven moments is $1.4\times10^{-8}$ eV. This is the size of the truncation term $s^2|h''|/6$ of Section 6.

The shape of $h(M)$ follows from (8). Its slope is negative when $1/D_\uparrow+1/D_\downarrow<2I=1.5$ eV. In the valley each inverse density is near 4 eV, and $h$ rises. At $M=1$ both unshifted levels lie inside the peaks, the inverse densities are small, and exchange wins. At $M=2.5$, equation (6) gives $e_\uparrow\approx0.063+0.938=1.00$ eV and $e_\downarrow\approx-1.00$ eV. Both levels have left the peaks for the thin background, so $h$ rises again.

The zeros of $h$ at positive $M$ are

- a barrier state at $M=1.372$, with $E=0.189$ eV and $E''=-0.256$ eV;
- a metastable ferromagnet at $M=2.461$, with $E=0.0769$ eV and $E''=1.548$ eV.

Seen from the ferromagnet the barrier is $0.1893-0.0769=0.1124$ eV per atom. This is the cost of a uniform change of moment and does not by itself give a lifetime. An error of 1 meV in $h$ would displace the metastable moment by $0.001/1.548\approx0.0006$, and the barrier moment by $0.001/0.256\approx0.004$.

At the barrier (12) gives $\gamma=0.75/(0.75-0.511)\approx3.14$. Ordinary iteration started $0.02$ below this state runs to $M=0$, and started $0.02$ above it runs to $M=2.461$.

The extrema of $h(M)$ give the jumps in a swept field:

- **Upward:** at $h=0.233$ eV, or about $4.02\times10^3$ T, $M$ jumps from $0.29$ to $2.60$.
- **Downward:** at $h=-0.170$ eV, or about $-2.94\times10^3$ T, $M$ jumps from $2.21$ to $-0.12$.

These fields reflect the energy scale chosen for the band, which is a model built to show the jumps; they are not the metamagnetic fields of any material. An independent bisection in the applied field, using ordinary iteration with one Fermi level, reproduces both jump fields within the test tolerance of $5\times10^{-5}$ eV. The downward limit is negative, so the ferromagnet survives when the field is removed.

For the equilibrium transition, expand $G$ about the two zero-field minima. To second order in $h_a$,

$$G_{low}=-\tfrac12\chi h_a^2,\qquad G_{high}=E_m-M_mh_a-\frac{h_a^2}{2E''_m},$$

where the subscript $m$ marks the metastable state. The two quadratic terms nearly cancel, since $\chi=0.619$ and $1/E''_m=0.646$ eV$^{-1}$. This is special to the present band: in both states the Fermi levels lie almost on the same flat background, for which (8) gives $E''=2-0.375=1.625$ eV. What remains is

$$h_{eq}\approx\frac{E_m}{M_m}=\frac{0.0769}{2.461}\ \text{eV}\approx0.0312\ \text{eV}.$$

The full solution of (11) is $0.03125$ eV, about $540$ T, with $M$ changing from $0.02$ to $2.48$. It lies far inside the hysteresis loop.

Reversing all spins gives $h(-M)=-h(M)$, so there is also an equilibrium transition to a reversed ferromagnet at $-0.03125$ eV. The state reached by the downward jump, at $-0.170$ eV, is therefore itself metastable. It persists because the low-moment branch ends only at $-0.233$ eV.

## 8. Relaxing densities and smearing

The rigid band has no internal density to relax. A six-site Hubbard ring in mean field supplies one. With nearest-neighbour hopping $-t$, take site energies $0.0,\,0.5,\,-0.3,\,0.2,\,-0.6,\,0.4$, repulsion $U=1.2$ and temperature $T=0.2$, all in units of $t$. The interaction energy is $U\sum_i n_{i\uparrow}n_{i\downarrow}$. Its derivative gives spin $\sigma$ the site potential $Un_{i,-\sigma}$. The sum of occupied levels counts the interaction twice, so $U\sum_in_{i\uparrow}n_{i\downarrow}$ is subtracted once.

For $N=5$ and $M=0.8$ the Fermi levels are $\mu_\uparrow=0.015784\,t$ and $\mu_\downarrow=-0.358580\,t$. Hence

$$h=\tfrac12(0.015784+0.358580)\,t=0.187182\,t,$$

while the finite difference of the free energy is $0.187183\,t$. When $M$ changes, individual sites take between $0.11$ and $0.28$ of the change, so the site potentials change unevenly and the orbitals relax with $M$. The slope theorem still holds, as Section 2 requires.

The energy without the entropy term has slope $-0.0687\,t$. By (4) the difference is

$$T\frac{dS}{dM}=(-0.0687-0.1872)\,t=-0.256\,t.$$

Here the slope of $E$ gives even the wrong sign for the constraining field. When the field $h=0.187182\,t$ is applied to the same ring with a single Fermi level, the calculation returns $M=0.800000$ and the same site densities within the test tolerance.

The method finds extrema along the uniform moment. A state with $E''>0$ may still be unstable towards antiferromagnetic, noncollinear or longer-period order if the cell, the symmetry or the starting densities exclude that order. If several self-consistent solutions exist at one $M$, each has its own curve, and (3) holds along each smooth branch. The metastable states found are therefore those of the chosen mean-field energy within the orders admitted by the calculation. The numerical check covers the slopes, the stationary states and the jumps discussed here.

## Values computed for the example and the checks

```
Stoner parameter I = 0.75 eV, electrons = 3
Nonmagnetic Fermi level = -0.00013 eV
DOS there = 0.2513 states/eV per spin
I times DOS = 0.1885
Susceptibility dM/dh: formula = 0.6194 per eV
Susceptibility dM/dh: small field = 0.6194 per eV
FSM table: M (mu_B), mu_up, mu_dn, E(M)-E(0), h (all eV)
0.0  -0.00013  -0.00013   0.00000   0.00000
0.5   0.11846  -0.29908   0.09423   0.20877
1.0   0.00120  -0.18889   0.17158   0.09505
1.5  -0.12639  -0.06130   0.18720  -0.03255
2.0  -0.23658   0.05596   0.14111  -0.14627
2.5   0.06250  -0.06263   0.07813   0.06256
M=1: unshifted levels e_up = 0.37620, e_dn = -0.56389 eV
M=1: finite-difference dE/dM = 0.09505 eV
Largest |dE/dM - h| at 7 moments = 1.4e-08 eV
Barrier state: M = 1.3718 mu_B, E = 0.18929 eV
Metastable state: M = 2.4608 mu_B, E = 0.07691 eV
Barrier seen from metastable state = 0.11239 eV
nonmagnetic: E'' = 1.6144 eV, iteration gain = 0.1885
barrier: E'' = -0.2557 eV, iteration gain = 3.1432
metastable: E'' = 1.5476 eV, iteration gain = 0.1950
Free iteration from below barrier: M = 0.0000 mu_B
Free iteration from above barrier: M = 2.4608 mu_B
Upward jump: h = 0.23294 eV, B = 4024 T
  M from 0.2885 to 2.6049 mu_B
  jump field from free-moment sweep = 0.23294 eV
Downward jump: h = -0.17044 eV, B = -2945 T
  M from 2.2115 to -0.1249 mu_B
  jump field from free-moment sweep = -0.17044 eV
Equilibrium jump: h = 0.03125 eV, B = 540 T
  M from 0.0194 to 2.4806 mu_B
  net area between h(M) and h = 2.8e-16 eV
Ring: 6 sites, U = 1.2 t, T = 0.2 t, N = 5
Ring site energies (t): 0.0 0.5 -0.3 0.2 -0.6 0.4
Ring: imposed M = 0.8 mu_B
Ring: mu_up = 0.015784 t, mu_dn = -0.358580 t
Ring: h = 0.187182 t
Ring: dF/dM = 0.187183 t, dE/dM = -0.068719 t
Ring: site share of dM, min = 0.1108, max = 0.2776
Ring: M from field h and one Fermi level = 0.800000 mu_B
```
